# Wilson's T^3 phonon resistivity for s-d scattering and its conditions

**The decision.** A calculation of the phonon resistivity of a transition metal must decide how to weight scattering from a light s band into a heavy d band. If each event is taken to destroy the current of the s electron, the low-temperature law is $T^3$. If the d electrons are allowed to drift with the s electrons, small-angle events lose little current and phonons alone give $T^5$. The choice also fixes which integral is used to extrapolate data to low temperature.

Two conditions decide the matter. The s and d Fermi surfaces must coincide over a finite area, since contact at a point or along a line is not enough. Some other scattering must keep the d electrons near equilibrium, since a large d mass does not do so by itself.

## 1. Model and conventions

Both bands are parabolic, with masses $m_s$ and $m_d=Mm_s$, where $M>1$. Their Fermi surfaces are concentric spheres of the same radius $k$. Including spin, $n_s=k^3/3\pi^2$. The Fermi velocities are $v_i=\hbar k/m_i$, and the densities of states per volume are $N_i=m_ik/\pi^2\hbar^2$.

The phonons form one effective acoustic branch, $\omega=cq$, up to the Debye wavevector $q_D<2k$. They stay in equilibrium. The Debye temperature is $\Theta=\hbar cq_D/k_B$.

A lattice displacement has quantum amplitude $\sqrt{\hbar/2\rho_mV\omega}$, where $\rho_m$ is the mass density and $V$ the volume. Strain supplies a factor $q$, and the interband deformation potential $D$ converts strain to energy. Without the phonon occupation factor,

$$|M_q|^2=\frac{D^2q^2\hbar}{2\rho_mVcq}=\frac{D^2\hbar q}{2\rho_mcV}.$$

Hybridization is left out, which is a serious limit. At a small distance $\kappa$ from the common surface the band energies are $\hbar v_s\kappa$ and $\hbar v_d\kappa$. With a coupling $V$ between the bands, a mixed level lies at the Fermi energy where the product of these energies equals $V^2$. The surfaces then separate by about $2V/(\hbar\sqrt{v_sv_d})$, and the low-temperature $T^3$ law needs this gap to be small compared with the thermal phonon wavevector. That is not sufficient. At the Fermi energy the s and d weights of a mixed level are in the ratio $v_d:v_s$, so both mixed sheets have the same velocity $2v_sv_d/(v_s+v_d)$ and no light band remains. The model therefore also needs $V$ not much larger than $k_BT$, which is the stricter condition when $c\ll\sqrt{v_sv_d}$. Umklapp processes and the differences between phonon polarizations are also left out. So is electron-electron scattering, whose $T^2$ term outweighs a $T^3$ term at low enough temperature and must be separated from measured data before a phonon law is fitted.

## 2. Loss rate with the d electrons pinned

Let $f$ be the occupation of an s state of energy $\varepsilon$, measured from the chemical potential. Let $g$ be the equilibrium occupation of a d state at $\varepsilon+\hbar\omega$, and $n$ the Bose occupation. Phonon absorption and its reverse empty the s state at a net rate proportional to

$$f(1-g)n-(1-f)g(n+1).$$

This vanishes in equilibrium. With $g$ fixed, its derivative with respect to $f$ is

$$(1-g)n+g(n+1)=n+g.$$

For phonon emission the d state lies at $\varepsilon-\hbar\omega$, and the same step gives

$$(1-g)(n+1)+gn=n+1-g.$$

These coefficients multiply the deviation $\delta f$ of the s state. No deviation returns from the d band, because that band is held in equilibrium. This is why no factor $1-\cos\chi$ appears, where $\chi$ is the scattering angle.

The golden rule needs the d states at a given momentum transfer. On coincident spheres $q^2=2k^2(1-\cos\chi)$, so $q\,dq=k^2\sin\chi\,d\chi$ and the area element is

$$dS'=2\pi k^2\sin\chi\,d\chi=2\pi q\,dq.$$

The sum over final states of one spin is therefore

$$\sum_{\mathbf k'}\delta(E_d-E')\;\to\;\frac{V}{8\pi^3}\int\frac{2\pi q\,dq}{\hbar v_d}.$$

The phonon energy moves the final d surface by $\omega/v_d=(c/v_d)q$. Neglecting this shift requires $c\ll v_d$, which limits how heavy the d band may be.

Collecting the factors of the golden rule,

$$\frac{2\pi}{\hbar}\,\frac{1}{4\pi^2\hbar v_d}\,\frac{D^2\hbar}{2\rho_mc}
=\frac{D^2}{4\pi\hbar\rho_mcv_d}
=\frac{D^2m_d}{4\pi\hbar^2\rho_mck}\equiv A.$$

One power of $q$ comes from the area and one from the matrix element:

$$\frac1{\tau(\varepsilon)}=A\int_0^{q_D}q^2\,[2n+1+f(\varepsilon+\hbar\omega)-f(\varepsilon-\hbar\omega)]\,dq.$$

Set $x=\hbar cq/k_BT$ and $\eta=\varepsilon/k_BT$, so that $q=q_D(T/\Theta)x$. From here $f(\eta)=1/(e^\eta+1)$. Since $1-f(\eta-x)=f(x-\eta)$,

$$\frac1{\tau(\eta)}=Aq_D^3\left(\frac T\Theta\right)^3G(\eta),$$

$$G(\eta)=\int_0^{\Theta/T}x^2[2n(x)+f(x+\eta)+f(x-\eta)]\,dx.$$

Two powers of $T$ come from the area of the d surface within reach of thermal phonons, which have $q\sim k_BT/\hbar c$. The third comes from the factor $q$ in the squared matrix element.

## 3. Thermal average and resistivity

The average over the thermal layer is

$$\langle X\rangle=\int X(\eta)f(\eta)[1-f(\eta)]\,d\eta,$$

whose weight has unit area. For absorption, write $g=f(\eta+x)$. Detailed balance says $f(1-g)n=(1-f)g(n+1)$. Hence

$$\begin{aligned}
f(1-f)(n+g)&=(1-f)\,[f(1-g)n]+f\,[(1-f)g(n+1)]\\
&=f(1-g)n.
\end{aligned}$$

To integrate this over $\eta$, use $g(1-f)=e^{-x}f(1-g)$. Then

$$f-g=f(1-g)-g(1-f)=(1-e^{-x})f(1-g).$$

The integral of $f(\eta)-f(\eta+x)$ over all $\eta$ is $x$, so

$$\langle n+g\rangle=\frac{x}{(e^x-1)(1-e^{-x})}.$$

Replacing $\eta$ by $-\eta$ turns the emission term into the absorption term, so both have the same average. Thus $\langle G\rangle=2J_3(\Theta/T)$, with

$$J_3(y)=\int_0^y\frac{x^3\,dx}{(e^x-1)(1-e^{-x})}.$$

For the current, let $F=e\mathcal E$ be the size of the electric force and $\theta$ the angle between $\mathbf k$ and that force. The steady Boltzmann equation gives

$$\delta f=Fv_s\tau\cos\theta\left(-\frac{\partial f}{\partial\varepsilon}\right).$$

Multiplying by $ev_s\cos\theta$ and averaging $\cos^2\theta$ to $1/3$ gives $\sigma=e^2N_sv_s^2\langle\tau\rangle/3$. Since $N_sv_s^2/3=k^3/(3\pi^2m_s)=n_s/m_s$,

$$\sigma=\frac{n_se^2}{m_s}\langle\tau\rangle.$$

Here $N_sv_s^2$ has been taken at the Fermi level, which is the leading order in $k_BT$ over the Fermi energy.

Suppose first that elastic scattering at a rate $\gamma$ dominates the s electrons. Then $\tau$ is replaced by

$$\frac1{\gamma+1/\tau}\simeq\frac1\gamma-\frac1{\gamma^2\tau}.$$

The inverse of its average is $\gamma+\langle1/\tau\rangle$ to first order. The phonon increment is Wilson's resistivity,

$$\boxed{\rho_W=\frac{m_s}{n_se^2}\,2Aq_D^3\left(\frac T\Theta\right)^3J_3\!\left(\frac\Theta T\right)}.$$

If interband phonon scattering is the only process that scatters the s electrons, while the d electrons are still pinned, the resistivity is instead

$$\rho=\frac{m_s}{n_se^2\langle\tau\rangle}\leq\rho_W,$$

because $\langle\tau\rangle\langle1/\tau\rangle\geq1$. At low temperature $G(\eta)$ no longer depends on $T$, so this case also follows $T^3$, with a smaller coefficient.

## 4. Low and high temperature

For $T\ll\Theta$ the upper limit of $J_3$ can be taken to infinity. The denominator equals $e^{-x}(e^x-1)^2$, and $e^x/(e^x-1)^2$ is minus the derivative of $1/(e^x-1)$. Integration by parts gives

$$J_3(\infty)=3\int_0^\infty\frac{x^2\,dx}{e^x-1}=6\zeta(3)=7.212,$$

$$\rho_W\to\frac{m_s}{n_se^2}\,12\zeta(3)\,Aq_D^3\left(\frac T\Theta\right)^3.$$

For $T\gg\Theta$ the integrand is $x(1-x^2/12+\cdots)$. Therefore $J_3(y)=y^2/2-y^4/48+\cdots$, and

$$\rho_W\simeq\frac{m_s}{n_se^2}Aq_D^3\frac T\Theta\left[1-\frac1{24}\left(\frac\Theta T\right)^2\right].$$

The resistivity is then linear in $T$, as the number of phonons is. The logarithmic slope is $1+(\Theta/T)^2/12$ to this order, so it approaches one from above.

## 5. What touching must mean

Consider an s state at distance $r$ from the centre of a d sphere of radius $k_d$. Now

$$q^2=r^2+k_d^2-2rk_d\cos\chi,\qquad dS'=2\pi\frac{k_d}{r}\,q\,dq,$$

and the smallest momentum transfer is $h=|r-k_d|$.

If the sphere centres are a distance $b$ apart, a point on the s sphere of radius $k_s$ has $r^2=k_s^2+b^2-2k_sb\nu$, where $\nu$ is the cosine of its polar angle. Equal steps of $\nu$ are equal areas, and $|d\nu|=r\,dr/(k_sb)$. The factor $r$ cancels the $1/r$ in $dS'$.

The s area from which thermal phonons can reach the d surface is therefore proportional to the range of $h$ below $k_BT/\hbar c$. This adds one power of temperature. The mean rate varies as $T^4$ both for spheres that touch at a point and for spheres that cross along a circle. Direct numerical integration over the spheres, with thermal wavevectors of 0.005 and 0.01 of the d radius, gives exponents 3.000 for coincident, 4.000 for tangent and 4.000 for crossing surfaces.

If the spheres are concentric but differ in radius by $q_{\min}$, the lower limit of $J_3$ becomes $x_{\min}=\hbar cq_{\min}/k_BT$. For $x_{\min}\gg1$ the remaining integral is about $x_{\min}^3e^{-x_{\min}}$, and interband scattering freezes out.

## 6. When the d electrons drift

Now let both bands respond, with $\delta f_i=a_i\cos\theta\,(-\partial f/\partial\varepsilon)$ and $a_i$ independent of energy. Write $R=\langle1/\tau\rangle$ for the mean s-to-d rate. Averaging over final directions about $\mathbf k$ replaces $\cos\theta'$ by $\cos\theta\cos\chi$, where $\cos\chi=1-q^2/2k^2$. The s electrons therefore lose $Ra_s-(R-R')a_d$, where

$$R'=\left\langle\frac1\tau\,\frac{q^2}{2k^2}\right\rangle
=R\,\frac{q_D^2}{2k^2}\left(\frac T\Theta\right)^2\frac{J_5}{J_3}.$$

The average acts inside the integral over $q$, and $J_5$ has $x^5$ in place of $x^3$.

Give all phonon channels the same $D$, and give each band the same isotropic impurity rate $\gamma$. A rate is proportional to the final density of states, so the intraband transport rates are $R'/M$ per s state and $R'$ per d state. The number of d states per s state is $M$. Since $N_sv_s=N_dv_d$, the two bands receive equal drive:

$$\begin{aligned}
Fv_s&=(R+R'/M+\gamma)a_s-(R-R')a_d,\\
Fv_s&=-(R-R')a_s+(R+MR'+M\gamma)a_d.
\end{aligned}$$

The conductivity is $\sigma=(n_se^2/m_s)(a_s+a_d)/(Fv_s)$.

**Phonons alone.** Set $\gamma=0$ and take $T$ low enough that $MR'\ll R$. The large rate $R$ forces $a_s=a_d=a$. Adding the two equations removes $R$:

$$2Fv_s=(2+M+1/M)R'a.$$

Since $\sigma$ contains $2a$,

$$\rho=\frac{m_s}{n_se^2}\,\frac{2+M+1/M}{4}\,R'\propto T^5.$$

The bands exchange electrons quickly, but each exchange changes the common drift by little. The assumed $a_i$ are trial functions. By the variational principle for the linearized Boltzmann equation, they give an upper bound on the resistivity, so a $T^3$ term cannot survive at low temperature in this case.

**Impurities dominant.** For $R\ll\gamma$ and $R'\ll R$, the starting values are $a_s=Fv_s/\gamma$ and $a_d=ra_s$, with $r=1/M$. Interband phonon scattering changes the sum by

$$\frac{a_s+a_d}{Fv_s}\simeq\frac{1+r}{\gamma}-\frac{R(1-r)^2}{\gamma^2}.$$

The inverse, to first order in $R$, is

$$\frac{\gamma}{1+r}+R\left(\frac{1-r}{1+r}\right)^2.$$

The $T^3$ law is restored, with a reduced coefficient. For equal impurity rates $r$ is also the ratio of the d to the s mean free path. Wilson's coefficient is the limit $r\to0$. A heavy d band helps to reach it once impurities relax that band.

## 7. Worked example

The atomic and mass densities are those of ruthenium, a candidate for narrow interconnects. The other parameters are round illustrative values, and the density of states they give, 2.2 per eV and atom, is well above that of the metal. The full set is 74 atoms/nm³, 12.4 g/cm³, $c=4.0$ km/s, 0.6 s electrons per atom, $m_s=m_e$, $M=10$ and $D=3.0$ eV. Then

$$k=(3\pi^2\times0.6\times74)^{1/3}=10.95\ \mathrm{nm^{-1}},$$

$$q_D=(6\pi^2\times74)^{1/3}=16.36\ \mathrm{nm^{-1}}.$$

This satisfies $q_D<2k$ and gives $\Theta=500$ K. The prefactors are $Aq_D^3=1.214\times10^{14}$ s⁻¹ and $m_s/n_se^2=7.993\times10^{-22}$ Ω m s. At 300 K, $J_3=1.2418$. Keeping unrounded factors in the products,

$$R=2(1.214\times10^{14})(0.6)^3(1.2418)=6.52\times10^{13}\ \mathrm{s^{-1}},$$

$$\rho_W=(7.993\times10^{-22})R=5.21\times10^{-8}\ \Omega\,\mathrm m=5.21\ \mu\Omega\,\mathrm{cm}.$$

| $T$ (K) | $\rho_W$ (µΩ cm) | local exponent |
|---:|---:|---:|
| 10 | 0.00112 | 3.00 |
| 20 | 0.00896 | 3.00 |
| 50 | 0.139 | 2.94 |
| 100 | 0.872 | 2.24 |
| 300 | 5.21 | 1.22 |
| 400 | 7.29 | 1.13 |

At 67 K the full integral lies 5% below the cubic law. Fitting a pure cube above this temperature would mix the crossover into the coefficient. At 400 K the high-temperature expansion gives a slope of $1+1.25^2/12=1.13$, as in the table.

**Kinematics.** The ratio $c/v_d$ is 0.032, and $k_BT$ at 300 K is 0.057 of the d Fermi energy. To size both effects, the golden-rule sum was done numerically over phonon momenta with the full parabolic bands. The chemical potential was fixed, and the delta function was replaced by a Gaussian of width $0.1k_BT$. The result divided by the formula for $R$ is 1.001 at 100 K and 0.999 at 300 K, so their effect on the mean rate is negligible here.

**Energy dependence.** With pinned d electrons and interband phonon scattering alone, numerical averaging of $\tau(\eta)$ gives $0.779\rho_W$ at 10 K and $0.992\rho_W$ at 300 K. Phonon scattering within the s band, left out here, would raise these values by a few percent. The energy dependence of the rate matters mainly in clean samples at low temperature.

**Drifting d electrons.** Take $\gamma=2.0\times10^{13}$ s⁻¹ in both bands. The impurity mean free paths are 63 nm for s and 6.3 nm for d electrons, and the residual resistivity is 1.45 µΩ cm. The predicted low-temperature factor is $(0.9/1.1)^2=0.669$. Solving the two equations of section 6 gives the following ratios to $\rho_W$:

| $T$ (K) | increment with impurities | phonons alone |
|---:|---:|---:|
| 5 | 0.670 | 0.0058 |
| 20 | 0.678 | 0.088 |
| 300 | 0.798 | 0.778 |

These ratios assume drifts $a_i$ independent of energy. Letting them vary with energy lowers these entries by up to about 4%. Between the tabulated temperatures the effect is larger: about 15% for phonons alone at 50 K, and about 7% for the increment at 100 K.

At 20 K, $R=1.12\times10^{11}$ s⁻¹ is far below $\gamma$, so the increment keeps its cubic form. The golden rule with sharp momenta needs the thermal phonon wavevector times the d mean free path to be large. This product is 4.2 at 20 K but only 1.0 at 5 K, so the 5 K increment is a result of the equations at the edge of their validity. Without impurities the cubic law fails badly. At 300 K the two columns nearly agree, because typical phonons now turn electrons through large angles and relax the d band themselves.

**Radius mismatch.** A 5% gap, $q_{\min}=0.05k$, corresponds to 16.7 K. Changing only the lower limit of $J_3$ leaves 95% of the interband rate at 20 K, 48% at 5 K and about 3% at 2 K. A cubic law seen over a limited range can therefore end on further cooling. Hybridization opens a gap of the same kind. The estimate of section 1 gives about $0.07k$, or 23 K, for $V=0.1$ eV, and about $0.35k$, or nearly 120 K, for $V=0.5$ eV. The gap is not the first effect, however. For $V=0.1$ eV the two mixed sheets have Fermi velocities $0.188v_s$ and $0.175v_s$, so with equal impurity rates $r$ is about 0.93 and the factor $(1-r)^2/(1+r)^2$ nearly vanishes. Both couplings far exceed $k_BT$ in the cubic range, 5.8 meV at 67 K, and either would remove Wilson's term from this example.

**Comparison with ruthenium.** Ruthenium has several non-spherical Fermi sheets, and its bulk resistivity at room temperature is roughly 7 µΩ cm. The model gives 5.2 µΩ cm, but $\rho_W$ scales as $D^2$ and $D$ was chosen as a round number, so the similar size does not confirm the mechanism. The single sound speed stands for all branches; the longitudinal speed of the real metal is higher. A narrow line also breaks the assumption of bulk transport. The phonon-limited s mean free path at 300 K is 19.5 nm, or 1.30 times a line width $w=15$ nm. As a crude scale within this model, with the d electrons pinned, an added boundary rate $v_s/w$ would contribute $1.30\times5.21=6.8$ µΩ cm, more than the phonons. If the d electrons also carry current, the addition is smaller. The path is that of the model and not a measured value for ruthenium. The actual addition depends on the surfaces and grain boundaries.

## 8. Use in a calculation

For numerical work, write the denominator of $J_3$ as $4\sinh^2(x/2)$, which avoids subtracting nearly equal numbers at small $x$. The upper limit can be cut at $x=100$, where the integrand is negligible.

Use $\rho_W$ when the s and d surfaces, with hybridization included, still coincide to within the thermal phonon wavevector and the drift ratio $r=a_d/a_s$ of section 6 is small. Take the velocities from the hybridized sheets, since a coupling well above $k_BT$ makes them nearly equal and brings $r$ close to one. With dominant impurities, even $r=0.1$ lowers the low-temperature coefficient by a third. Total scattering rates, or linewidths, do not give $r$. With phonons alone they are equal in the two bands of this model, so they suggest a d path shorter by the factor $M$, yet at low temperature $a_d=a_s$.

If phonons dominate the s electrons at low temperature, average $\tau$ as in section 3 only when some other scattering still pins the d electrons. Otherwise, and whenever $r$ is not small, solve the coupled equations. If the surfaces touch or cross only locally, resolve the scattering rate over the actual s surface. The mean rate, with its changed exponent, gives the resistivity increment only when impurity scattering well exceeds the phonon rate everywhere on that surface. Otherwise the parts away from the contact carry more of the current, and the rate must not simply be averaged. Near room temperature the local exponent has already fallen towards one (1.22 at 300 K in the example), so data taken there cannot establish the low-temperature exponent.
